\section*{Growing Fluoride Layers on a Fixed Interval: Parabolic Growth and Its Errors}

\section{A grid that follows the fluoride}

A calculation of thermal etching must decide how to start each fluorination dose. If the previous removal step left fluoride of thickness $s_0$, may the next dose be computed from $s^2=s_0^2+Bt$, or must the diffusion profile be followed in time? The answer depends on the profile at the start of the dose. It becomes visible when the growing layer is mapped onto a fixed interval: parabolic growth is then a stationary state, and a start from a nearby profile can be studied as a relaxation towards it.

\subsection{The physical problem}

Let $x$ be the depth below the outer surface of the fluoride and $s(t)$ the thickness of the layer. Mobile fluorine has number density $c(x,t)$, and the fluoride contains $n$ bound fluorine atoms per volume. The fluoride is rigid, so it is at rest in this coordinate even if it occupies more volume than the oxide it replaces. The surface density $c_0$ is constant, and the reaction at the sharp inner interface is fast enough to hold $c$ at zero there.

The algebra uses atomic units, with temperature $T$ as an energy; numbers are in eV, angstrom and seconds. If atoms hop between planes a distance $a$ apart, at rate $\Gamma=\nu e^{-E/T}$ to each neighbouring plane, the density on plane $j$ obeys
\begin{equation}
\dot c_j=\Gamma(c_{j+1}-2c_j+c_{j-1})\simeq \Gamma a^2c_{xx},
\qquad D=a^2\nu e^{-E/T}.
\end{equation}
Here $\nu$ is the attempt rate and $E$ the barrier. The continuum form requires a density that varies slowly over $a$.

The layer gains fluorine only through its outer surface. With the flux $J=-Dc_x$,
\begin{equation}
J(0)=\frac{d}{dt}\left[\int_0^s c\,dx+ns\right]
=\int_0^s c_t\,dx+c(s)s'+ns'.
\end{equation}
Since $c_t=-J_x$, the integral is $J(0)-J(s)$. With $c(s)=0$ the problem is therefore
\begin{equation}
c_t=Dc_{xx},\quad c(0)=c_0,\quad c(s)=0,\quad
ns'=-Dc_x(s).
\label{eq:physical}
\end{equation}

\subsection{The map and its convection term}

Define $\xi=x/s(t)$ and $u(\xi,t)=c(x,t)/c_0$. At fixed time, $\partial_x=s^{-1}\partial_\xi$. At fixed $x$, the coordinate $\xi$ changes at the rate $-xs'/s^2=-\xi s'/s$, so
\begin{equation}
\frac{c_t}{c_0}=u_t-\xi\frac{s'}{s}u_\xi,
\qquad \frac{c_{xx}}{c_0}=\frac{u_{\xi\xi}}{s^2}.
\end{equation}
The diffusion equation becomes
\begin{equation}
u_t=\frac{D}{s^2}u_{\xi\xi}+\xi\frac{s'}{s}u_\xi .
\label{eq:mapped-time}
\end{equation}
The last term is convection relative to the grid. Nodes at fixed $\xi$ move inward through fluoride at rest; seen from the nodes, the material moves towards the outer surface. No flow of matter has been added.

Let $\sigma=c_0/n$. The interface condition gives $ns'=-Dc_0u_\xi(1)/s$, hence
\begin{equation}
P\equiv\frac{ss'}{D}=-\sigma u_\xi(1).
\label{eq:P}
\end{equation}
Now introduce the clock $d\tau=D\,dt/s^2$. Multiplying \eqref{eq:mapped-time} by $s^2/D$ removes the thickness from the profile equation:
\begin{equation}
u_\tau=u_{\xi\xi}+P\xi u_\xi,\qquad u(0)=1,\quad u(1)=0.
\label{eq:mapped}
\end{equation}
The thickness follows from $d(s^2)/dt=2ss'=2PD$, or equivalently $d(s^2)/d\tau=2Ps^2$. The equation is nonlinear because $P$ is computed from the unknown profile.

\subsection{The parabolic solution}

A stationary profile $U$ satisfies $U''=-P\xi U'$. Integrating $U''/U'=-P\xi$ gives $U'=-Ae^{-P\xi^2/2}$. With $P=2\lambda^2$ and $U(0)=1$,
\begin{equation}
U=1-A\int_0^\xi e^{-\lambda^2z^2}dz
=1-\frac{A\sqrt\pi}{2\lambda}\operatorname{erf}(\lambda\xi).
\end{equation}
The condition $U(1)=0$ fixes $A=2\lambda/(\sqrt\pi\operatorname{erf}\lambda)$. Equation \eqref{eq:P} then requires $2\lambda^2=\sigma Ae^{-\lambda^2}$, so
\begin{equation}
U=1-\frac{\operatorname{erf}(\lambda\xi)}{\operatorname{erf}\lambda},
\qquad \sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\sigma.
\label{eq:lambda}
\end{equation}
The left side of the second equation rises from zero without bound for $\lambda>0$, so each $\sigma>0$ has one root. Because $P$ is now constant,
\begin{equation}
s^2=s_0^2+2PDt .
\label{eq:parabola}
\end{equation}
For $s_0=0$ this is $s=2\lambda\sqrt{Dt}$, and $\lambda\xi=x/(2\sqrt{Dt})$ turns $U$ into the similarity solution of \eqref{eq:physical}. In this sense the map preserves the parabolic solution. The map itself is singular at zero thickness, so a numerical run for bare oxide starts from a small positive $s_0$, with the profile $U$ if the parabola is to hold from the first step.

For small $\sigma$, use $e^{\lambda^2}\simeq1+\lambda^2$ and $\operatorname{erf}\lambda\simeq(2/\sqrt\pi)(\lambda-\lambda^3/3)$. Equation \eqref{eq:lambda} becomes $P(1+P/3)\simeq\sigma$, and
\begin{equation}
P=\sigma-\frac{\sigma^2}{3}+O(\sigma^3).
\end{equation}
Without convection the stationary profile would be $1-\xi$, with $P=\sigma$. Omitting the term still gives a parabola, but one that grows too fast. A straight line in a plot of $s^2$ against $t$ therefore does not show that the mapped equation was coded correctly.

\subsection{What an arbitrary initial profile leaves behind}

The first moment $m=\int_0^1\xi u\,d\xi$ gives a relation that holds during the transient as well. Multiply \eqref{eq:mapped} by $\xi$ and integrate by parts:
\begin{align}
\frac{dm}{d\tau}
&=[\xi u_\xi-u]_0^1+P[\xi^2u]_0^1-2P\int_0^1\xi u\,d\xi\nonumber\\
&=1+u_\xi(1)-2Pm=1-\frac P\sigma-2Pm.
\label{eq:m}
\end{align}
For $G=s^2(1+2\sigma m)$ it follows that
\begin{align}
\frac{dG}{d\tau}
&=2Ps^2(1+2\sigma m)+2\sigma s^2
\left(1-\frac P\sigma-2Pm\right)\nonumber\\
&=2\sigma s^2 .
\end{align}
Since $d\tau/dt=D/s^2$, we have $dG/dt=2\sigma D$, and
\begin{equation}
s^2(1+2\sigma m)=s_0^2(1+2\sigma m_0)+2\sigma Dt.
\label{eq:moment}
\end{equation}
Here $m_0$ is the initial moment. In the stationary state \eqref{eq:m} gives $P=\sigma/(1+2\sigma m_*)$, where $m_*$ is the moment of $U$. If the profile relaxes fast enough for $s^2(m-m_*)$ to vanish, then at late times
\begin{equation}
s^2\to s_0^2\frac P\sigma(1+2\sigma m_0)+2PDt .
\label{eq:late}
\end{equation}
A residual layer emptied of mobile fluorine has $m_0=0$ and the offset $s_0^2P/\sigma$, which is less than $s_0^2$. The deficit is the lasting trace of refilling the layer. What counts is the first moment, not the amount of fluorine alone: mobile fluorine near the inner interface raises the offset more than the same amount near the surface. If instead $m_0>m_*$, the offset exceeds $s_0^2$. The slope is the same in all these cases.

\subsection{How fast the profile relaxes}

Let $P$ now denote the stationary value. Write the profile as $U+\epsilon v(\xi)e^{-\mu\tau}$ and the growth number as $P+\epsilon pe^{-\mu\tau}$. To first order in $\epsilon$,
\begin{equation}
v''+P\xi v'+\mu v+p\xi U'=0,\quad v(0)=v(1)=0,
\quad p=-\sigma v'(1).
\label{eq:linear}
\end{equation}
The function $w=\xi U'$ helps. From $U''=-P\xi U'$,
\begin{align}
w'&=(1-P\xi^2)U',\nonumber\\
w''&=-2P\xi U'-P\xi(1-P\xi^2)U',
\end{align}
and hence $w''+P\xi w'=-2Pw$. For $\mu\ne2P$ set $v=\alpha w+\beta h$, where $h''+P\xi h'+\mu h=0$, $h(0)=0$ and $h'(0)=1$. Inserting this in \eqref{eq:linear} gives $p=\alpha(2P-\mu)$.

At $\xi=1$, $U'(1)=-P/\sigma$. The condition $v(1)=0$ gives $\beta=\alpha P/[\sigma h(1)]$, so
\begin{equation}
p=-\sigma[\alpha w'(1)+\beta h'(1)]
=\alpha P(1-P)-\alpha P\frac{h'(1)}{h(1)}.
\end{equation}
Equating the two expressions for $p$ and dividing by $\alpha$,
\begin{equation}
\mu-P-P^2=P\frac{h'(1)}{h(1)}.
\label{eq:secular}
\end{equation}
The division is allowed. If $\alpha$ were zero, then $p=0$, and both $h(1)$ and $h'(1)$ would have to vanish, which forces $h=0$. If $h(1)$ were zero, $v(1)=0$ would force $\alpha=0$, the case just excluded.

To evaluate $h$, put $h=\xi f(z)$ with $z=-P\xi^2/2$. Then $h'=f+2zf_z$ and $h''=-P\xi(3f_z+2zf_{zz})$, and the equation for $h$ becomes
\begin{equation}
zf_{zz}+\left(\frac32-z\right)f_z
-\left(\frac12+\frac{\mu}{2P}\right)f=0.
\end{equation}
This is Kummer's equation, so $h=\xi M\!\left(\tfrac12+\tfrac{\mu}{2P},\tfrac32,-\tfrac{P\xi^2}{2}\right)$.

Equation \eqref{eq:secular} also has the root $\mu=2P$. This value was excluded from the construction and needs its own check. Multiplying \eqref{eq:linear} by $\xi$ and integrating by parts gives $(\mu-2P)\int_0^1\xi v\,d\xi=p(1/\sigma+2m_*)$, so $p=0$ at $\mu=2P$. Then $v$ is proportional to $h$, which is here proportional to $w$. Since $w(1)\ne0$, the condition $v(1)=0$ forces $v=0$, and this root is discarded. It reflects a shift of the time origin, which adds a constant to $s^2$: the relative change decays as $s^{-2}\propto e^{-2P\tau}$ while the profile stays unchanged.

As $\sigma\to0$, $h\to\sin(\sqrt\mu\,\xi)/\sqrt\mu$ and the right side of \eqref{eq:secular} can balance $\mu$ only if $h(1)\to0$. The slowest rate therefore tends to $\pi^2$, that of diffusion across a layer of fixed thickness. Near the stationary state $s^2(m-m_*)$ varies as $e^{(2P-\mu)\tau}$, so \eqref{eq:late} needs $\mu>2P$. A spectral matrix for \eqref{eq:linear}, which does not use \eqref{eq:secular}, satisfies this at $\sigma=0.01$, $0.2$, $1$ and $5$. At $\sigma=5$ it gives $\mu=15.8$ against $2P=4.5$. This is numerical evidence at four values, not a proof for all $\sigma$, and the linear analysis does not prove convergence from every initial profile.

\subsection{A time step that keeps the parabola}

Use nodes $\xi_j=jh_g$, with $h_g=1/N$, and backward Euler steps $\Delta\tau$. With $a_g=\Delta\tau/h_g^2$ and $b_j=\Delta\tau P\xi_j/(2h_g)$, the interior equations are
\begin{equation}
-(a_g-b_j)u_{j-1}^{k+1}+(1+2a_g)u_j^{k+1}
-(a_g+b_j)u_{j+1}^{k+1}=u_j^k,
\label{eq:step}
\end{equation}
and the growth number is
\begin{equation}
P=-\sigma\frac{3u_N-4u_{N-1}+u_{N-2}}{2h_g}.
\label{eq:slope}
\end{equation}
One step proceeds as follows.
\begin{enumerate}
\item Take $P$ from the previous step and solve the tridiagonal system \eqref{eq:step}.
\item Recompute $P$ from \eqref{eq:slope} and repeat until it no longer changes within the chosen tolerance. For long steps, $\Delta\tau\ge0.5$, this repetition converges at $\sigma=0.2$, $1$ and $5$ but fails at $\sigma=10$, where shorter steps such as $\Delta\tau=0.1$ are needed. At $\sigma=5$ it is already slow, taking of the order of a hundred solves per step for a tolerance of $10^{-11}$.
\item Advance thickness and time, holding $P$ constant over the step:
\begin{equation}
s_{k+1}^2=s_k^2e^{2P\Delta\tau},\qquad
\Delta t=\frac1D\int_0^{\Delta\tau}s_k^2e^{2P\theta}d\theta
=s_k^2\frac{e^{2P\Delta\tau}-1}{2PD}.
\label{eq:update}
\end{equation}
\end{enumerate}
For $P=0$ the time increment is its limit $s_k^2\Delta\tau/D$. Each tridiagonal solve costs a number of operations proportional to $N$. If $0\le Ph_g\le2$, then $a_g\ge b_j\ge0$, and each new nodal value is a weighted mean of its old value and its new neighbours. No new maximum or minimum can then appear inside the layer.

The two updates in \eqref{eq:update} give $s_{k+1}^2-s_k^2=2PD\,\Delta t$. At a discrete stationary profile the time difference vanishes, so neither the profile nor $P$ depends on $\Delta\tau$. Apart from rounding and the iteration tolerance, $s^2$ is then linear in $t$ for any step size at which the iteration for $P$ converges. What remains is the grid error of the slope.

\paragraph{Grid error.} Taylor expansion about $\xi=1$ shows that the difference quotient in \eqref{eq:slope} equals $u'(1)-h_g^2u'''(1)/3$ to leading order. From $U''=-P\xi U'$, $U'''=-P(1-P\xi^2)U'$, which is close to $\sigma$ for small $\sigma$. The interior truncation errors contain $U''''$ and $PU'''$, both of order $\sigma^2$, and contribute to $P$ one order later. Hence
\begin{equation}
P_h-P\simeq\frac{\sigma^2h_g^2}{3}\qquad(\sigma\ll1).
\end{equation}
For $\sigma=0.2$ and $N=20$ this gives $3.3\times10^{-5}$; the computed magnitude is $2.3\times10^{-5}$. The estimate is about 1.5 times the computed magnitude. It has relative corrections of order $\sigma$, so it serves only for the order of magnitude. Doubling $N$ reduces the computed error by a factor of $4.05$, as second order requires. Since $s\propto\sqrt P$ for a bare start, the relative error in thickness is half that in $P$, about $6\times10^{-5}$ at $N=20$.

\paragraph{Time error.} Leave space continuous and repeat the moment calculation for one step. Backward Euler gives $m_{k+1}-m_k=\Delta\tau(1-P/\sigma-2Pm_{k+1})$. Eliminating $m_k$ from $G_k$,
\begin{equation}
G_k=s_k^2\left[(1+2\sigma m_{k+1})(1+2P\Delta\tau)
-2\sigma\Delta\tau\right].
\end{equation}
Let $R=e^{2P\Delta\tau}-1-2P\Delta\tau$. Then $G_{k+1}-G_k=s_k^2[(1+2\sigma m_{k+1})R+2\sigma\Delta\tau]$, while \eqref{eq:update} gives $2\sigma D\Delta t=s_k^2[2\sigma\Delta\tau+\sigma R/P]$. The defect in the moment law is
\begin{equation}
G_{k+1}-G_k-2\sigma D\Delta t
=s_k^2R\left(1+2\sigma m_{k+1}-\frac\sigma P\right).
\label{eq:defect}
\end{equation}
It is of order $\Delta\tau^2$ per step, and the bracket vanishes in the stationary state. The transient thus leaves a first-order error in the offset, and the later parabolic growth adds none. The step size therefore matters only while the profile relaxes. For $\sigma=0.2$ and an empty start, $\Delta\tau=0.1$ lowers the offset by about $6\times10^{-4}s_0^2$ and $\Delta\tau=1$ by about $1.2\times10^{-2}s_0^2$. Afterwards the step may be as long as the iteration for $P$ allows.

Backward Euler also multiplies a decaying mode by $1/(1+\mu\Delta\tau)$ per step. Its apparent rate is $\ln(1+\mu\Delta\tau)/\Delta\tau\simeq\mu-\mu^2\Delta\tau/2$. For $\mu=10.34$ and $\Delta\tau=0.001$ this predicts $10.29$, and the time evolution gives $10.29$ as well.

\subsection{A bare oxide and a residual layer}

Take the round model parameters $T=0.05$~eV, $E=1.4$~eV, $a=3$~\AA\ and $\nu=10^{13}$~s$^{-1}$. Then $\Gamma=10^{13}e^{-28}=6.91$~s$^{-1}$ and $D=9\times6.914=62.2$~\AA$^2$/s. With $c_0=0.01$~\AA$^{-3}$ and $n=0.05$~\AA$^{-3}$, $\sigma=0.2$. Equation \eqref{eq:lambda} gives $\lambda=0.3064$ and $P=0.1878$, so
\begin{equation}
2PD=2\times0.18779\times62.23=23.37\ \text{\AA}^2/\text{s},
\end{equation}
or $2.02\times10^{-15}$ atomic units.

A 10~s dose on bare oxide grows $\sqrt{233.7}=15.3$~\AA\ (28.9 bohr) of fluoride. If two volumes of fluoride form from one of oxide, 7.6~\AA\ of oxide is consumed. The layer is only about five hopping lengths thick, so the continuum model itself is rough here. The residual layer used next is only about three hopping lengths thick, and half a hop, 1.5~\AA, is larger than the differences in thickness found below. The further digits compare methods within the continuum model; they are not predictions for a real film.

Now let the dose begin with 10~\AA\ of residual fluoride, emptied of mobile fluorine. The late offset is $100P/\sigma=93.9$~\AA$^2$, and
\begin{equation}
s(10\ \text{s})=\sqrt{93.90+233.72}=18.10\ \text{\AA},
\end{equation}
or 34.2 bohr. The mapped solver gives the same value to these digits. An enthalpy calculation, which follows the total fluorine density on a fixed physical grid and never uses the map, gives 18.10~\AA\ as well. The dose consumes $(18.10-10)/2=4.05$~\AA\ of oxide.

Assuming the parabola from the first instant gives $\sqrt{333.7}=18.27$~\AA. That is 0.9\% too thick, but the oxide consumed in this dose becomes 4.13~\AA, which is 2\% too much. Omitting convection gives 18.50~\AA, 2.2\% too thick, and overestimates the oxide consumed by 5\%. The relative error is larger for the etched amount because the residual thickness is subtracted.

These percentages belong to $\sigma=0.2$. That is a large value: $c_0=10^{22}$~cm$^{-3}$ is about one mobile atom per four cells of volume $a^3$, and the dissolved density in a real film may be orders of magnitude lower. The two errors then behave differently. Omitting convection changes the slope by the factor $\sigma/P\simeq1+\sigma/3$, so this error vanishes with $\sigma$; at $\sigma=0.01$ it is 0.3\% of the oxide consumed. The immediate parabola misses the offset deficit $s_0^2(1-P/\sigma)\simeq s_0^2\sigma/3$ against a growth $2\sigma Dt$ in $s^2$. The ratio $s_0^2/(6Dt)$ does not contain $\sigma$ and is 2.7\% for this dose.

The slowest relaxation time is $s_0^2/(\mu D)=0.16$~s while the layer is still near its initial thickness. At 0.1~s the solver gives 10.00~\AA, whereas \eqref{eq:late} gives 9.81~\AA, less than the initial thickness: the late law does not yet apply. At 1~s both give 10.83~\AA. For a dose much longer than the relaxation time, \eqref{eq:late} can replace the profile calculation; for one of comparable length, the profile must be followed.

\subsection{Where the construction stops}

If $D$ changes with time while $c_0$ and $n$ stay fixed, \eqref{eq:mapped} is unchanged, because $D$ enters only through $d\tau=D(t)\,dt/s^2$. In the stationary state $s^2$ is then linear in $\int D\,dt$ instead of $t$. A varying surface density is different: it makes $\sigma$ time dependent and removes the fixed stationary profile.

A slow interface reaction also removes it. With a rate constant $k$, $ns'=kc(s)$, which becomes $P=\sigma(ks/D)u(1)$. Since $c(s)$ is no longer zero, the flux must also supply the mobile fluorine in the newly formed fluoride: $-Dc_x(s)=[n+c(s)]s'$, or $-\sigma u_\xi(1)=P[1+\sigma u(1)]$. A stationary profile would need constant $P$ and $u(1)$, while $s$ grows; with constant $k$ and $D$ these demands conflict. The map remains usable, but the thickness stays in the boundary condition and parabolic growth is no longer an exact solution. When $ks/D\gg1$, $u(1)$ becomes small and the slope $d(s^2)/dt$ approaches $2PD$, with a relative deficit of order $D/(ks)$. The difference $s^2-2PDt$ does not settle to a constant, however: it keeps falling, by an amount of order $Ds/k$, so \eqref{eq:late} with its fixed offset does not apply.

The model also leaves out electric fields, which can drive charged species through films this thin, and the transport of reaction products out of the layer. Its rule for choosing between \eqref{eq:late} and the profile calculation applies where diffusion of fluorine with constant $c_0$ and a fast interface reaction controls the growth.

\section*{Table of computed values}
\begin{verbatim}
thermal energy: 0.050 eV
hopping barrier: 1.40 eV
hop length: 3.0 angstrom
attempt rate: 1.0e+13 1/s
surface mobile density c0: 0.010 1/angstrom^3
bound fluorine density n: 0.050 1/angstrom^3
fluoride volume per oxide volume: 2.0 (no unit)
dose time: 10.0 s
residual thickness s0: 10.0 angstrom
sigma = c0/n: 0.200 (no unit)
hop rate to each neighbour: 6.9144 1/s
diffusion coefficient D: 62.230 angstrom^2/s
similarity constant lambda: 0.306424 (no unit)
stationary moment m*: 0.162531 (no unit)
growth number P from lambda: 0.187791 (no unit)
growth number P from moment: 0.187791 (no unit)
parabolic constant 2PD: 23.3723 angstrom^2/s
parabolic constant 2PD: 2.0189e-15 atomic units
bare oxide, fluoride after dose: 15.288 angstrom
bare oxide, fluoride after dose: 28.890 bohr
bare oxide, oxide consumed: 7.644 angstrom
residual layer at 0.1 s: solver 10.002, late law 9.810 angstrom
residual layer at 1.0 s: solver 10.830, late law 10.829 angstrom
residual layer at 10.0 s: solver 18.100, late law 18.100 angstrom
residual layer after dose: 34.204 bohr
residual case, oxide consumed: 4.050 angstrom
late offset in s^2: 93.896 angstrom^2
initial s0^2: 100.000 angstrom^2
enthalpy method after dose: 18.099 angstrom
immediate parabola after dose: 18.268 angstrom
no convection after dose: 18.497 angstrom
no convection, growth number: 0.200000 (no unit)
relaxation rate mu, secular equation: 10.34157 (per unit tau)
relaxation rate mu, time evolution: 10.29148 (per unit tau)
relaxation time s0^2/(mu D): 0.1554 s
sigma 0.01: 2P 0.01993, mu 9.89453 (no unit)
sigma 0.20: 2P 0.37558, mu 10.34157 (no unit)
sigma 1.00: 2P 1.53791, mu 11.83375 (no unit)
sigma 5.00: 2P 4.49175, mu 15.83896 (no unit)
error of P, 20 cells: 2.250e-05 (no unit)
error of P, 40 cells: 5.558e-06 (no unit)
ratio of these errors: 4.048 (no unit)
relative s^2 change, tau step 0.5 to 0.05: 6.86e-10
largest relative moment-law error: 1.94e-05
\end{verbatim}
